\section*{Threshold voltage and mobility exponent from an integrated linear-regime transfer curve}

\section{Definitions and conventions}

A transfer curve is the drain current $I$ of a field-effect transistor recorded against gate voltage $V_G$ at fixed drain voltage $V_D$. For a p-channel device all voltages and currents below are magnitudes. The channel has width $W$, length $L$ and insulator capacitance per area $C_i$; $V_T$ is the threshold voltage. The mobility depends on the local overdrive $y$, the gate-to-channel voltage in excess of threshold:
\begin{equation}
\mu(y)=\mu_{\rm ref}\left(\frac{y}{V_{\rm ref}}\right)^{\gamma},\qquad \gamma>-1 .
\label{mob}
\end{equation}
The voltage $V_{\rm ref}$ is chosen freely and fixes where $\mu_{\rm ref}$ applies. I use
\begin{equation*}
u=V_G-V_T,\quad w=u-\tfrac12V_D,\quad V_0=V_T+\tfrac12V_D,\quad m=\gamma+2,
\end{equation*}
so that $w=V_G-V_0$. The scheme rests on the area under the curve and its ratio to the current,
\begin{equation}
J(V_G)=\int_{V_1}^{V_G}I(V)\,dV,\qquad H(V_G)=\frac{J(V_G)}{I(V_G)},
\label{H}
\end{equation}
where the sweep starts at $V_1\le V_T$. $H$ is a voltage. Multiplying $I$ by a constant leaves it unchanged, so $W$, $L$ and $C_i$ are not needed to find $V_T$ and $\gamma$.

\section{From the channel to a straight line}

\subsection{The current}

Let $v(x)$ be the channel potential, rising from $0$ at the source to $V_D$ at the drain. In the gradual-channel approximation the sheet charge is $C_i(u-v)$. With drift alone,
\begin{equation*}
I=W C_i\,(u-v)\,\mu(u-v)\,\frac{dv}{dx}.
\end{equation*}
The current is the same at every $x$. Integrating over the length gives, for $u\ge V_D$,
\begin{equation}
I=\frac{W C_i}{L}\int_0^{V_D}(u-v)\mu(u-v)\,dv
=\frac{S}{m}\left[u^m-(u-V_D)^m\right],\quad
S=\frac{WC_i\mu_{\rm ref}}{L V_{\rm ref}^{\gamma}} .
\label{full}
\end{equation}
For $0<u<V_D$ the charge vanishes at $v=u$, the integral stops there, and the second term is absent.

Put $d=V_D/2$, so that $u=w+d$ and $u-V_D=w-d$. Even powers of $d$ cancel in the difference:
\begin{align}
(w+d)^m-(w-d)^m&=2mdw^{m-1}\left[1+\frac{(m-1)(m-2)}{6}\frac{d^2}{w^2}+\dots\right],\label{exp}\\
I&\simeq K w^{1+\gamma},\qquad K=SV_D .
\label{power}
\end{align}
The power law is thus centred on $V_0$, half the drain voltage above threshold, and its error is of second order in $V_D/w$.

\subsection{Integration and division}

For the power law \eqref{power}, with no current below $V_0$,
\begin{equation}
J=K\int_0^w s^{m-1}ds=\frac{Kw^m}{m},\qquad
H=\frac{w}{m}=\frac{V_G-V_0}{2+\gamma}.
\label{line}
\end{equation}
A fitted line $H=aV_G+b$ therefore yields
\begin{equation}
\gamma=\frac1a-2,\qquad V_T=-\frac ba-\frac{V_D}{2}.
\label{result}
\end{equation}

The converse also holds. Since $I=J'$, a straight $H$ means $J'/J=m/(V_G-V_0)$. Integration gives $J\propto(V_G-V_0)^m$, hence $I\propto(V_G-V_0)^{m-1}$. Straightness is thus evidence for a power law, but not for the mobility law as its cause.

\subsection{Two limits}

For constant mobility, $\gamma=0$ and the slope is $1/2$. A tangent to the transfer curve then also crosses zero at $V_0$. For other exponents the tangent at overdrive $w$ crosses at
\begin{equation}
V_G-\frac{I}{I'}=V_0+w-\frac{w}{1+\gamma}=V_0+\frac{\gamma w}{1+\gamma},
\label{tangent}
\end{equation}
which moves with the point of tangency and is no threshold.

In saturation, $u<V_D$, equation \eqref{full} gives $I=Su^m/m$, so
\begin{equation*}
H=\frac{u^{m+1}/(m+1)}{u^m}=\frac{V_G-V_T}{3+\gamma}.
\end{equation*}
The line is again straight, but \eqref{result} would return an exponent too large by one. The fit window must satisfy $u\gg V_D$.

\section{Systematic errors of the scheme}

\subsection{Finite drain voltage}

Integrating \eqref{full} from threshold, with the second term starting at $u=V_D$, includes the saturated stretch:
\begin{equation*}
J=\frac{S}{m(m+1)}\left[u^{m+1}-(u-V_D)^{m+1}\right].
\end{equation*}
Use \eqref{exp} for the denominator of $H$, and the same expansion with $m\to m+1$ for the numerator:
\begin{align}
H&=\frac{w}{m}\,
\frac{1+\frac{m(m-1)}6\frac{d^2}{w^2}+\dots}{1+\frac{(m-1)(m-2)}6\frac{d^2}{w^2}+\dots}
=\frac wm\left[1+\frac{m-1}{3}\frac{d^2}{w^2}+\dots\right]\nonumber\\
&=\frac wm+\frac{(m-1)V_D^2}{12mw}+\dots
\label{drain}
\end{align}
The bracket follows because $m(m-1)-(m-1)(m-2)=2(m-1)$.

\subsection{Finite gate step}

On one interval of width $h$ the trapezoidal rule exceeds the integral by $h^3I''/12$ to leading order. Summed over the sweep this becomes $(h^2/12)\int I''dV=(h^2/12)I'(V_G)$, since $I'=0$ at the start. Division by $I$, with $I'/I=(1+\gamma)/w$, gives
\begin{equation}
\delta H=\frac{h^2(1+\gamma)}{12w}.
\label{step}
\end{equation}
The nonanalytic onset of the power law \eqref{power} adds an area error of order $Kh^{2+\gamma}$, which relative to the term kept here is of order $(h/w)^{\gamma}$. For $\gamma>0$ it becomes negligible when $h$ is small enough compared with $w$; for $\gamma\le0$ it need not be.

\subsection{Effect on the fit}

Both corrections have the form $c/w$, with
\begin{equation*}
c=\frac{(m-1)V_D^2}{12m}+\frac{h^2(1+\gamma)}{12}.
\end{equation*}
For densely spaced points between $w_1$ and $w_2$, let $\bar w=(w_1+w_2)/2$ and $r=\ln(w_2/w_1)/(w_2-w_1)$, the mean of $1/w$. The variance of $w$ is $(w_2-w_1)^2/12$ and its covariance with $1/w$ is $1-\bar wr$. Hence
\begin{equation}
\delta a=\frac{12c(1-\bar wr)}{(w_2-w_1)^2},\quad
\delta\gamma=-m^2\delta a,\quad
\delta V_T=-m\,(cr-\bar w\,\delta a).
\label{bias}
\end{equation}
The last expression is the first-order shift of the zero crossing of $w/m+cr+\delta a(w-\bar w)$. As $\bar wr>1$, the exponent comes out slightly high and the threshold slightly low.

\section{Noise}

Let $I_j$ be the $N$ measured currents. The trapezoidal rule is linear, $J_i=\sum_jT_{ij}I_j$, with weights $h$ inside the range and $h/2$ at its two ends. To first order in the noise,
\begin{equation}
\delta H_i=\frac1{I_i}\sum_jT_{ij}\,\delta I_j-\frac{J_i}{I_i^2}\,\delta I_i .
\label{dH}
\end{equation}
The least-squares line through the $n$ window points is linear in $H$: $a=\sum_ip_iH_i$ and $b=\sum_iq_iH_i$, with
\begin{equation*}
p_i=\frac{V_i-\bar V}{\sum_k(V_k-\bar V)^2},\qquad q_i=\frac1n-\bar V p_i .
\end{equation*}
Differentiating \eqref{result},
\begin{equation}
\delta\gamma=-\frac{\delta a}{a^2},\qquad
\delta V_T=-\frac{\delta b}{a}+\frac{b\,\delta a}{a^2}.
\label{prop}
\end{equation}
Each is a sum $\sum_ic_i\delta H_i$, with $c_i=-p_i/a^2$ for $\gamma$ and $c_i=-q_i/a+bp_i/a^2$ for $V_T$. Collecting the coefficient of each $\delta I_j$ beyond the first point,
\begin{equation}
g_j=h\left[\sum_{i>j}\frac{c_i}{I_i}+\frac{c_j}{2I_j}\right]-\frac{c_jJ_j}{I_j^2},
\qquad \sigma^2=\sum_jg_j^2\sigma_j^2,
\label{sigma}
\end{equation}
where $c_i=0$ outside the window, terms with $c_j=0$ are dropped, and $\sigma_j$ is the standard deviation of $I_j$. For the first point $g_1=(h/2)\sum_{i>1}c_i/I_i$. The variance formula assumes independent errors at different gate voltages.

The integral itself is quiet. For a relative current noise $s$, the relative noise of $J$ is
\begin{equation}
\frac{s\sqrt{h\int I^2dV}}{J}=s\,m\sqrt{\frac{h}{(2m-1)w}},
\label{quiet}
\end{equation}
small compared with $s$ when $h\ll w$. The noise of a single $H_i$ is then close to $sH_i$ and comes mainly from the division. The noise of $J$ is shared between points and does not average out in the fit, so it must be kept in \eqref{sigma}: in the example below it alone would give 0.0055 in $\gamma$ and the division alone 0.0089, and the two partly cancel to 0.0078.

The alternative ratio $I/I'=w/(1+\gamma)$ is also linear, but needs a derivative. A central difference has noise $sI/(\sqrt2h)$, which relative to $I'$ is
\begin{equation}
\frac{s\,w}{\sqrt2\,h\,(1+\gamma)} .
\label{dernoise}
\end{equation}
This grows as the gate step is refined, whereas \eqref{quiet} falls.

\section{Algorithm and cost}

\begin{verbatim}
input: V[1..N] (uniform step h), I[1..N], sigma[1..N],
       VD, Vfit, W, L, Ci, Vref
J[1] = 0
for i = 2..N:  J[i] = J[i-1] + h*(I[i-1] + I[i])/2
window = { i : V[i] >= Vfit }
for i in window:  H[i] = J[i]/I[i]
(a, b) = least-squares line of H against V
gamma = 1/a - 2
VT    = -b/a - VD/2
for i in window:
    w     = V[i] - VT - VD/2
    mu[i] = I[i]*L*Vref^gamma / (W*Ci*VD*w^(1+gamma))
mu_ref = mean(mu)
for each of gamma, VT:
    form c[i]; sweep j = N..1 with a running sum
    of c[i]/I[i] to get g[j]; add (g[j]*sigma[j])^2
inspect H - (a*V + b) for curvature
repeat with another Vfit
\end{verbatim}

Time and memory are proportional to $N$, because the running sum avoids storing $T_{ij}$. No starting guess or iteration is needed. Division is confined to the window, since near threshold $I$ is comparable with its noise. The mobility line inverts \eqref{power}.

\section{Worked example with synthetic data}

The data follow the full expression \eqref{full}, not the power law assumed by the fit. The inputs are $V_T=8$ V, $\gamma=0.70$, $V_D=2$ V and $\mu_{\rm ref}=0.0100$ cm$^2$/Vs at $V_{\rm ref}=30$ V, with $W=10$ mm and $L=20$ $\mu$m. A 300 nm oxide of relative permittivity 3.9 gives $C_i=11.5$ nF/cm$^2$. The gate runs from 0 to 60 V in steps of 0.5 V, and the fit starts at 20 V. Each current receives independent Gaussian noise of 1\% of its value plus 1 nA.

Here $V_0=9$ V, and the window spans $w=11$ to $51$ V. The tangent at 60 V would cross zero at $9+0.7\times51/1.7=30$ V, some 22 V above the true threshold.

One noisy trace gives:
\begin{center}
\begin{tabular}{rrrrr}
$V_G$ (V) & $I$ ($\mu$A) & $J$ ($\mu$A\,V) & $H$ (V) & line (V)\\
20 & 0.6306 & 2.572 & 4.079 & 4.112\\
30 & 1.8829 & 14.674 & 7.793 & 7.797\\
40 & 3.6445 & 41.883 & 11.492 & 11.481\\
50 & 5.8598 & 89.161 & 15.216 & 15.165\\
60 & 8.4413 & 160.918 & 19.063 & 18.849
\end{tabular}
\end{center}
At 30 V, for instance, $14.674/1.8829=7.793$ V. The line has $a=0.36843$ and $b=-3.2563$ V, so
\begin{align*}
\gamma&=1/0.36843-2=0.714,\\
V_T&=3.2563/0.36843-1=8.838-1=7.84\ {\rm V}.
\end{align*}
The mobility prefactor is 0.0099 cm$^2$/Vs. The residual at 60 V is 0.21 V, close to the expected noise $sH=0.19$ V.

Equation \eqref{sigma} predicts standard errors of 0.0078 in $\gamma$ and 0.074 V in $V_T$. Over 4000 independently generated traces the spreads are 0.0077 and 0.073 V. The trace above lies about 1.5 standard errors from the mean in both quantities.

Without noise the fit returns $\gamma=0.7026$ and $V_T=7.945$ V. The offsets follow from \eqref{bias}. With $c=0.210+0.035=0.245$ V$^2$, $\bar w=31$ V and $r=0.0383$ V$^{-1}$, one finds $\delta a=-3.5\times10^{-4}$ V/V, $\delta\gamma=+0.0025$ and $\delta V_T=-0.054$ V. The exponent bias is a third of its standard error; the threshold bias is three quarters of its own and can be subtracted.

Two other estimators were applied to the same noisy data and window. For $I/I'$ with unsmoothed central differences (one-sided at the last gate point), \eqref{dernoise} gives 42\% noise in the derivative at $w=50$ V. The median absolute error of $\gamma$ is 0.45, against 0.005 for the integral method. A nonlinear least-squares fit of $\ln I$ to the power law, on 300 of the traces, has spreads of 0.012 in $\gamma$ and 0.17 V in $V_T$. These exceed the spreads of the integral method, but the comparison is unequal. The Cram\'er--Rao bound for currents at 20 V and above is about 0.013 and 0.18 V, so the logarithmic fit is close to optimal for the data it sees. The integral method does better only because $J$ carries the currents below 20 V. For a weighted fit of \eqref{full} to the whole sweep the bound is 0.0035 and 0.025 V, less than half the errors of the integral method. Both gains rely on the model holding below the window.

Starting the integral method's fit at 30 V instead raises its predicted errors to 0.014 and 0.17 V. A higher start reduces the systematic errors \eqref{bias} but shortens the window and lengthens the extrapolation to the intercept.

\section{Failure modes}

The shifts quoted here are changes of the noise-free result for the example, with one effect added at a time.

\subsection{A sweep that starts too late}

If $V_1>V_T$, an area $J_0$ is missing and
\begin{equation}
H=\frac{w}{m}-\frac{J_0}{I}.
\label{late}
\end{equation}
The deficit is largest at low current, so the line becomes too steep. Starting at 15 V gives $\gamma=0.61$ and $V_T=9.6$ V. Fitting $H=aV_G+b+c/I$ restores 0.70 and 7.98 V on noise-free data. The extra column also absorbs a constant surplus area, at the price of one more parameter to be determined from noisy data.

\subsection{Contact resistance}

A resistance $R$ in series with a linear channel changes the ideal current $I_0=Kw^{m-1}$ to $I_0/(1+\rho I_0)$, with $\rho=R/V_D$. To first order $I=I_0-\rho I_0^2$, and therefore
\begin{align}
H&=\frac{\int I_0\,dV}{I_0}(1+\rho I_0)-\frac{\rho\int I_0^2dV}{I_0}\nonumber\\
&=\frac wm+\rho I_0w\left[\frac1m-\frac1{2m-1}\right]
=\frac wm+\rho I_0\,\frac{(m-1)w}{m(2m-1)}.
\label{contact}
\end{align}
For $\gamma>-1$ the added term is positive and bends the line upward. Take $R=10$ k$\Omega$, which is 10 k$\Omega\,$cm for this width. Then $\rho I_0=4.3\%$ at 60 V, and the added term is $0.043\times51\times1.7/(2.7\times4.4)=0.31$ V. The fitted exponent falls by 0.052 and the threshold rises by 0.32 V, several standard errors each, although the bend is hard to see beside 0.19 V of noise.

If $R$ is known and constant, $I_0=I/(1-RI/V_D)$ can be restored before integration. This takes $R$ as split evenly between source and drain; with all of it at one contact the overdrive also changes by $IR/2$, which here leaves about 0.001 in $\gamma$. If it is not, devices of different $L$ reveal it: at equal $W$, $R$ and voltages, $\rho I_0$ falls as $1/L$.

\subsection{Threshold drift}

Suppose trapped charge moves the threshold during the sweep to $V_T+\varepsilon V_G$. Then
\begin{equation}
w=(1-\varepsilon)V_G-V_0=(1-\varepsilon)\left[V_G-\frac{V_0}{1-\varepsilon}\right].
\label{drift}
\end{equation}
The current is still a power law, the line stays straight and $\gamma$ is unchanged. The intercept moves, and the prefactor is multiplied by $(1-\varepsilon)^{1+\gamma}$. For a drift of 1 V over 60 V, \eqref{drift} gives a shift of $9/(1-1/60)-9=0.15$ V, as does the fit, and the apparent mobility is about 3\% low. Comparing forward and backward sweeps can expose such drift; the residuals cannot.

\subsection{Leakage and gradual turn-on}

A constant extra current $I_\ell$ adds $I_\ell(V_G-V_1)$ to $J$ and $I_\ell$ to $I$, so to first order $\delta H=I_\ell(V_G-V_1-H)/I$. For 1 nA this is 0.025 V at 20 V and smaller above. The fit shifts by $+0.003$ in $\gamma$ and $-0.06$ V in $V_T$.

To model a soft onset, replace each local overdrive $y$ in \eqref{full} by $s_0\ln(1+e^{y/s_0})$ with $s_0=1$ V. Far below threshold the current varies as $e^{(1+\gamma)u/s_0}$, a swing of $s_0\ln10/(1+\gamma)=1.35$ V per decade. With the channel integral done by Gauss--Legendre quadrature, the shifts are $+0.004$ and $-0.07$ V.

\subsection{Temperature}

The exponent belongs to the temperature of the sweep. As a model, take an exponential density of states of width $k_BT_0$, carrier density $n\propto e^x$ with $x$ the band bending in units of $k_BT_0/e$, and local hopping conductivity $\propto n^{T_0/T}$. Poisson's equation gives a field $F\propto(e^x-1)^{1/2}$ across the accumulation layer. With $dz\propto dx/F$, strong accumulation to surface value $x_s$ yields
\begin{equation*}
G=\int\frac{e^{xT_0/T}}{F}\,dx\propto e^{(T_0/T-1/2)x_s},\qquad Q\propto F(x_s)\propto e^{x_s/2}.
\end{equation*}
Thus the sheet conductance is $G\propto Q^{2T_0/T-1}$. Since $G\propto Q\mu\propto Q^{1+\gamma}$,
\begin{equation}
\gamma=2\left(\frac{T_0}{T}-1\right).
\label{temp}
\end{equation}
For $\gamma=0.7$ at 300 K, $T_0=405$ K. Heating to 310 K lowers $\gamma$ by 0.087, about 0.009 per kelvin. In this model a temperature difference of one kelvin between two sweeps changes $\gamma$ by about one standard error.

\section{Relation to a real device}

The parameters are in the regime of a poly(3-hexylthiophene) transistor on thermally grown silicon dioxide. They are rough typical values; mobility and threshold in such devices vary widely with film preparation and surface treatment. At 60 V the oxide field is 2 MV/cm, below a breakdown field of roughly 10 MV/cm for good oxide, and the sheet density is $3.7\times10^{12}$ cm$^{-2}$. The lateral field of 0.001 MV/cm drops 0.1 mV over a nanometre, far less than the thermal voltage of 26 mV, so field-assisted hopping along the channel is negligible. Diffusion relative to drift is of order the thermal voltage over the overdrive, a fraction of a percent at the start of the window; an exponential density of states with the $T_0$ found above does not change that order of magnitude. It is not negligible for the exponent, however. In that model $Q\propto e^{x_s/2}$, so the band bending takes $a\ln Q$ from the gate voltage, with $a=2k_BT_0/e=70$ mV. To first order this adds $-(a/m)\ln w$ plus a constant to $H$, which over the window raises the fitted $\gamma$ by about 0.007, nearly one standard error. Ohmic, negligible contacts and a stable threshold are assumptions that must be checked on the device itself. The assumed contact resistance alone moves $\gamma$ from 0.70 to 0.65, and a larger one moves it further. A gate-dependent resistance can shift it either way. Suppose the fraction of current lost is small and falls as $RI_0/V_D=kw^{-q}$ with $0<q<m$. To first order $H$ then changes by $-kq\,w^{1-q}/[m(m-q)]$. For $q<1$ this lowers the slope and $\gamma$ comes out too high; at $q=1$ it is a constant and looks like a threshold shift; for $q>1$ it raises the slope and $\gamma$ comes out too low. The fraction $kw^{-q}$ is not small near the onset, so the size of this estimate is reliable only for a small loss and $q$ well below $m$: with $I=I_0/(1+kw^{-q})$, $q=2.5$ and a 1\% loss at $w=11$ V, $\gamma$ shifts by $-0.016$, not by the first-order $-0.060$. The standard error from \eqref{sigma} therefore measures repeatability under random noise, not the accuracy of the transport exponent.

Numerical values quoted here were computed with a short program.
